\section*{Density-of-states and conductivity masses of an ellipsoidal tin dioxide band}

\section*{The question}

The conduction band of tin dioxide is modelled by a single minimum at the centre of the Brillouin zone. With energies measured from the minimum,
\begin{equation}
E(\mathbf k)=\frac{\hbar^2}{2}\left(\frac{k_1^2}{m_1}+\frac{k_2^2}{m_2}+\frac{k_3^2}{m_3}\right),
\label{band}
\end{equation}
where axis 3 is the tetragonal axis of the crystal. The principal masses are $m_1=m_2=0.30\,m_e$ and $m_3=0.23\,m_e$, with $m_e$ the free-electron mass. They are given parameters of the model and are taken to include any effect of the lattice on the mass. Values of this size belong to lightly doped crystals, where the polar lattice dresses the electron. In a film as heavily doped as the one below, the Fermi and plasmon energies exceed the optical phonon energies, and this dressing, roughly 10 to 20\% of the mass, need not carry over. Each state $\mathbf k$ holds two electrons of opposite spin.

For the numerical parts, consider a conducting film with electron density $n=1.0\times10^{20}\,\mathrm{cm^{-3}}$, relaxation time $\tau=5.0$ fs, temperature $T=300$ K and band gap $E_g=3.6$ eV. These are rough values. Useful constants are $\hbar^2/m_e=0.0762\,\mathrm{eV\,nm^2}$ and $k_BT=0.02585$ eV.

\section*{Part (a): counting states}

\textit{Find the isotropic mass $m_d$ that gives the same number of states below every energy $E$ as the band (\ref{band}). Evaluate it.}

\subsection*{Model answer}

The surface of constant energy $E$ is an ellipsoid. Setting two components of $\mathbf k$ to zero in (\ref{band}) gives its semi-axes,
\begin{equation}
K_i=\frac{\sqrt{2m_iE}}{\hbar},\qquad i=1,2,3 .
\end{equation}
Its volume is $\frac{4\pi}{3}K_1K_2K_3$. In a large crystal the allowed wavevectors have density $1/(2\pi)^3$ per unit volume of crystal and of $\mathbf k$-space, and spin doubles the count. The number of states per unit volume with energy below $E$ is therefore
\begin{align}
N(E)&=\frac{2}{(2\pi)^3}\,\frac{4\pi}{3}\,K_1K_2K_3
=\frac{1}{3\pi^2}K_1K_2K_3\nonumber\\
&=\frac{(2E)^{3/2}\,(m_1m_2m_3)^{1/2}}{3\pi^2\hbar^3}.
\label{count}
\end{align}
For an isotropic band of mass $m_d$ all three masses in this formula equal $m_d$, so the mass factor is $(m_d^3)^{1/2}=m_d^{3/2}$. Equality at every $E$ requires $m_d^{3/2}=(m_1m_2m_3)^{1/2}$, or
\begin{equation}
m_d=(m_1m_2m_3)^{1/3}.
\label{md}
\end{equation}
This is the density-of-states mass, the geometric mean of the principal masses. Numerically,
\begin{equation}
\frac{m_d}{m_e}=(0.30\times0.30\times0.23)^{1/3}=(0.0207)^{1/3}=0.2746\approx0.275 .
\end{equation}

The formula can be tested by listing wavevectors. In a periodic cube of side 250 nm, the states below 0.30 eV were counted one by one, and the isotropic mass that reproduces the count is again $0.2746\,m_e$. The last digit fluctuates by one unit with the size of the cube.

A band with $g$ equivalent minima would have $g$ times as many states. If one isotropic minimum were to represent them all, $m_d^{3/2}$ would be multiplied by $g$ and $m_d$ by $g^{2/3}$. Here $g=1$.

\section*{Part (b): filling the band}

\textit{Express the zero-temperature Fermi energy and the effective density of states $N_c$ through $m_d$. Is the electron gas in the film degenerate at 300 K?}

\subsection*{Model answer}

At zero temperature the states are filled up to $E_F$, so $n=N(E_F)$. From (\ref{count}) and (\ref{md}), $3\pi^2n=(2m_dE_F)^{3/2}/\hbar^3$. Raising both sides to the power $2/3$ gives
\begin{equation}
E_F=\frac{\hbar^2}{2m_d}(3\pi^2n)^{2/3}.
\label{ef}
\end{equation}
The density is $0.10\,\mathrm{nm^{-3}}$, for which $(3\pi^2n)^{2/3}=2.062\,\mathrm{nm^{-2}}$. Hence
\begin{equation}
E_F=\frac{0.0762\times2.062}{2\times0.2746}\ \mathrm{eV}=0.286\ \mathrm{eV}.
\end{equation}

The effective density of states belongs to the opposite limit, a dilute gas whose chemical potential $\zeta$ lies several $k_BT$ below the band. The occupation is then $e^{(\zeta-E)/k_BT}$, and the integral over $\mathbf k$ splits into three Gaussian integrals:
\begin{align}
n&=\frac{2e^{\zeta/k_BT}}{(2\pi)^3}\prod_{i=1}^{3}\int_{-\infty}^{\infty}
\exp\!\left(-\frac{\hbar^2k_i^2}{2m_ik_BT}\right)dk_i\nonumber\\
&=\frac{2e^{\zeta/k_BT}}{(2\pi)^3}\prod_{i=1}^{3}\frac{\sqrt{2\pi m_ik_BT}}{\hbar}
=N_c\,e^{\zeta/k_BT}.
\end{align}
The product of the three roots is $(2\pi k_BT)^{3/2}m_d^{3/2}/\hbar^3$, and $(2\pi)^{3/2}/(2\pi)^3=(2\pi)^{-3/2}$. Thus
\begin{equation}
N_c=2\left(\frac{m_dk_BT}{2\pi\hbar^2}\right)^{3/2}.
\end{equation}
The bracket is $0.2746\times0.02585/(2\pi\times0.0762)=0.01483\,\mathrm{nm^{-2}}$, which gives $N_c=3.61\times10^{18}\,\mathrm{cm^{-3}}$.

The film has $n/N_c=27.7$ and $E_F/k_BT=11.1$. It is strongly degenerate, and the dilute formula cannot be used for it. The same mass $m_d$ nevertheless enters both limits, because both depend on how many states lie in each energy interval.

\section*{Part (c): carrying current}

\textit{Derive the conductivity tensor for a relaxation time $\tau$ that is the same for all electrons. Average the conductivity over all directions of the field, and find the mass $m_c$ for which the average is $ne^2\tau/m_c$. Evaluate $m_c$.}

\subsection*{Model answer}

The electron charge is $-e$. A weak, steady and uniform electric field $\boldsymbol{\mathcal F}$ changes the wavevector at the rate $\dot{\mathbf k}=-e\boldsymbol{\mathcal F}/\hbar$. In the steady state this drift is balanced by relaxation towards the equilibrium distribution $f_0$:
\begin{equation}
-\frac{e}{\hbar}\boldsymbol{\mathcal F}\cdot\nabla_{\mathbf k}f=-\frac{f-f_0}{\tau}.
\end{equation}
To first order in the field, $f$ on the left may be replaced by $f_0$. With $\nabla_{\mathbf k}f_0=\hbar\mathbf v\,\partial f_0/\partial E$, where $\mathbf v=\nabla_{\mathbf k}E/\hbar$, this gives
\begin{equation}
f-f_0=e\tau\,(\boldsymbol{\mathcal F}\cdot\mathbf v)\,\frac{\partial f_0}{\partial E}.
\end{equation}
The equilibrium distribution carries no current. The current density is $-e$ times the sum of $\mathbf v(f-f_0)$ over states, so the coefficient of $\mathcal F_j$ in $J_i$ is
\begin{equation}
\sigma_{ij}=e^2\tau\int\frac{2\,d^3k}{(2\pi)^3}\,v_iv_j\left(-\frac{\partial f_0}{\partial E}\right).
\label{sig}
\end{equation}
Now $v_j(-\partial f_0/\partial E)=-\hbar^{-1}\partial f_0/\partial k_j$. Integration by parts moves the derivative to $v_i$ and reverses the sign. The boundary term vanishes because $f_0\to0$ at large $k$. For the band (\ref{band}), $v_i=\hbar k_i/m_i$ and $\partial v_i/\partial k_j=\hbar\delta_{ij}/m_i$, so
\begin{equation}
\sigma_{ij}=\frac{e^2\tau}{\hbar}\int\frac{2\,d^3k}{(2\pi)^3}\,f_0\,\frac{\partial v_i}{\partial k_j}
=\frac{ne^2\tau}{m_i}\,\delta_{ij}.
\label{tensor}
\end{equation}
The last step uses the fact that the integral of $f_0$ over states is $n$. The result holds at any temperature and filling for which the band remains parabolic.

For a field along the unit vector $\mathbf u$, the current per unit field along $\mathbf u$ is $\sum_{ij}u_i\sigma_{ij}u_j$. Averaged over all directions, $\langle u_iu_j\rangle=0$ for $i\neq j$, since reversing one axis changes its sign. The three averages $\langle u_i^2\rangle$ are equal and add up to 1, so each is $1/3$. Therefore
\begin{equation}
\langle\sigma\rangle=\frac{ne^2\tau}{3}\left(\frac1{m_1}+\frac1{m_2}+\frac1{m_3}\right),
\qquad
\frac1{m_c}=\frac13\left(\frac1{m_1}+\frac1{m_2}+\frac1{m_3}\right).
\label{mc}
\end{equation}
The conductivity mass is the harmonic mean, because what is averaged is the acceleration per unit force, which is an inverse mass. Numerically,
\begin{equation}
\frac{m_c}{m_e}=\frac{3}{2/0.30+1/0.23}=\frac{3}{11.0145}=0.2724\approx0.272 .
\end{equation}
A direct summation of (\ref{sig}) on a grid of wavevectors at 300 K, with the chemical potential at 0.286 eV, followed by a numerical average over directions, also gives $0.2724\,m_e$.

The relaxation time may depend on energy without changing $m_c$. Put $k_i=\sqrt{m_i}\,q_i$. Then $E=\hbar^2q^2/2$ is isotropic in $\mathbf q$, and $v_i=\hbar q_i/\sqrt{m_i}$. With $\tau(E)$ inside (\ref{sig}), the angular average of $q_iq_j$ is $q^2\delta_{ij}/3$, so each diagonal element is $1/m_i$ times a common factor. That factor defines one mean relaxation time for all three axes. A relaxation time that depends on direction is a different matter, treated in part (f).

\section*{Part (d): comparing the two masses}

\textit{Show that $m_c\le m_d$ for any positive principal masses. Explain why the two are so close here, and find how their ratio behaves when $m_1=m_2=m$ and $m_3$ becomes very large or very small.}

\subsection*{Model answer}

Let $a_i=1/m_i$, let $\bar a=1/m_c$ be their mean, and write $a_i=\bar a(1+\delta_i)$. By construction $\sum_i\delta_i=0$. Since $1/m_d=(a_1a_2a_3)^{1/3}$,
\begin{equation}
\ln\frac{m_d}{m_c}=\ln\bar a-\frac13\sum_i\ln a_i=-\frac13\sum_i\ln(1+\delta_i).
\label{ratio}
\end{equation}
For $\delta>-1$, $\ln(1+\delta)\le\delta$, with equality only at $\delta=0$. The right-hand side is therefore at least $-\frac13\sum_i\delta_i=0$, which proves $m_d\ge m_c$. The masses coincide only if all $\delta_i$ vanish, that is, for an isotropic band.

For small anisotropy, $\ln(1+\delta)\approx\delta-\delta^2/2$. The linear terms cancel and
\begin{equation}
\frac{m_d}{m_c}-1\approx\frac16\sum_i\delta_i^2 .
\end{equation}
Here $\bar a=3.671/m_e$, so $\delta_1=\delta_2=-0.092$ and $\delta_3=0.184$. The estimate is $(2\times0.092^2+0.184^2)/6=0.0085$, close to the full value of $0.81\%$. The difference is small because it is of second order in the anisotropy, although $m_1$ is 30\% larger than $m_3$.

In the two extreme cases the masses part company. If $m_3\gg m$, the term $1/m_3$ drops out of (\ref{mc}) and $m_c\to3m/2$, while $m_d=m^{2/3}m_3^{1/3}$ keeps growing:
\begin{equation}
\frac{m_d}{m_c}\to\frac23\left(\frac{m_3}{m}\right)^{1/3}.
\end{equation}
A heavy axis adds states without limit but cannot stop the current in the other two directions. If $m_3\ll m$, the light axis dominates the average current, $m_c\to3m_3$, and
\begin{equation}
\frac{m_d}{m_c}\to\frac{m^{2/3}m_3^{1/3}}{3m_3}=\frac13\left(\frac{m}{m_3}\right)^{2/3},
\end{equation}
which also grows without limit.

\section*{Part (e): mobility and crystal orientation}

\textit{Calculate the mobilities along and across the tetragonal axis, and the direction-averaged mobility and conductivity. For a film of randomly oriented grains, without barriers between them, compare the mass obtained when all grains feel the same field with that obtained when all carry the same current density.}

\subsection*{Model answer}

The mobility along axis $i$ is $\mu_i=\sigma_{ii}/(ne)=e\tau/m_i$. For the given relaxation time $e\tau/m_e=8.794\,\mathrm{cm^2/Vs}$, so
\begin{align}
\mu_1=\mu_2&=8.794/0.30=29.3\ \mathrm{cm^2/Vs},\\
\mu_3&=8.794/0.23=38.2\ \mathrm{cm^2/Vs},\\
\langle\mu\rangle&=8.794/0.2724=32.3\ \mathrm{cm^2/Vs}.
\end{align}
The averaged conductivity is $ne\langle\mu\rangle=517$ S/cm.

In an oriented film the average mass is not the relevant one. If the tetragonal axis stands normal to the substrate, current in the plane of the film meets the mass $0.30\,m_e$ in every direction. The ratio $\mu_3/\mu_1=0.30/0.23=1.30$, which holds only if $\tau$ is the same along both axes, is a far larger effect than the difference between $m_d$ and $m_c$.

For random grains in a common field, the mean current density is governed by the mean conductivity, which is the average in part (c), and the mass is $m_c$. For a common current density along $\mathbf u$, the mean field is governed by the mean resistivity. The resistivity tensor is the inverse of (\ref{tensor}), with diagonal elements $m_i/(ne^2\tau)$, and its directional average is
\begin{equation}
\langle\rho\rangle=\frac{1}{ne^2\tau}\,\frac{m_1+m_2+m_3}{3}.
\end{equation}
The mass is now the arithmetic mean, $0.83\,m_e/3=0.2767\,m_e$, which is 1.6\% above $m_c$. The name ``conductivity mass'' thus carries a choice of averaging, though for these masses the choice matters little.

\section*{Part (f): limits of the model}

\textit{Estimate how the conductivity mass changes at the Fermi level if the band is one of a pair described by}
\begin{equation}
H=\begin{pmatrix}E_g/2&\sqrt{E_g\gamma}\\ \sqrt{E_g\gamma}&-E_g/2\end{pmatrix},
\end{equation}
\textit{where $\gamma(\mathbf k)$ is the parabolic energy (\ref{band}). Then assess the assumptions made about $\tau$, and relate the results to real films.}

\subsection*{Model answer}

The eigenvalues of $H$ are $\pm\sqrt{E_g^2/4+E_g\gamma}$. Measured from the bottom of the upper band, at $E_g/2$, the upper energy $E$ satisfies $(E+E_g/2)^2=E_g^2/4+E_g\gamma$. Expanding the square and dividing by $E_g$,
\begin{equation}
E\left(1+\frac{E}{E_g}\right)=\gamma,\qquad
\frac{d\gamma}{dE}=1+\frac{2E}{E_g}\equiv s .
\end{equation}
For $E\ll E_g$ the parabolic band is recovered.

At low temperature $-\partial f_0/\partial E$ in (\ref{sig}) becomes $\delta(E-E_F)$. Two changes follow. Each velocity component is divided by $s$, because $\partial E/\partial k_i=(\partial\gamma/\partial k_i)/s$. The delta function becomes $s\,\delta(\gamma-\gamma_F)$. The integrand thus gains the factor $s/s^2=1/s$, evaluated at the Fermi level. The surfaces of constant energy are still the same ellipsoids, so at fixed density $\gamma_F$ equals the parabolic Fermi energy, 0.286 eV. All three transport masses are multiplied by $s$.

Solving the quadratic equation for $E_F$,
\begin{equation}
E_F=\frac{E_g}{2}\left(\sqrt{1+\frac{4\gamma_F}{E_g}}-1\right)
=1.8\left(\sqrt{1.318}-1\right)\mathrm{eV}=0.266\ \mathrm{eV},
\end{equation}
and $s=1+2\times0.266/3.6=1.148$. The conductivity mass rises from 0.272 to about $0.31\,m_e$, and at fixed $\tau$ the mobility falls by 13\%. Summing (\ref{sig}) for this band at 300 K, with the chemical potential held at 0.266 eV, gives a factor of 1.155. The density is then 1.7\% above the given value, and at the given density the factor is 1.153, so temperature matters little here. The estimate is rough, since the matrix attributes the whole inverse mass to a single pair of bands separated by $E_g$. In tin dioxide the states at the two band edges have the same parity, so the coupling between them that is linear in $\mathbf k$ vanishes. The valence bands that do couple lie deeper, and a larger separation in the matrix would make $s$ smaller. So would the free-electron part of the inverse mass. Downward curvature of the valence bands and coupling to higher conduction bands, also left out, make $s$ larger, so the value found here is neither an upper nor a lower limit for the real band. If the separations differ along and across the axis, $s$ also differs between the axes.

The relaxation time was assumed independent of direction. Axis 3 supplies the fraction $(1/0.23)/11.0145=0.395$ of the averaged conductivity. If $\tau$ were 10\% longer for motion along that axis, the averaged mobility would rise by 3.9\%, several times the difference between $m_d$ and $m_c$. The sign in this example is arbitrary. Screened ionized donors, for instance, relax the current along the light axis faster, and more so if the static dielectric constant is smaller along that axis. To the extent that they limit the mobility, $\mu_3/\mu_1$ falls below 1.30.

The transport equation also requires the mean free path to be much longer than $1/k$, which is the wavelength divided by $2\pi$. For the band (\ref{band}), $\mathbf k\cdot\mathbf v=\sum_i\hbar k_i^2/m_i=2E/\hbar$. With the mean free path $\boldsymbol\ell=\mathbf v\tau$ at the Fermi level,
\begin{equation}
\mathbf k\cdot\boldsymbol\ell=\frac{2E_F\tau}{\hbar}=\frac{2\times0.286}{0.132}\approx4.3,
\end{equation}
where $\hbar/\tau=0.132$ eV is the collision broadening. This exceeds 1, but not by a wide margin. The broadening is nearly half the Fermi energy, so interference corrections to the conductivity, which are not calculated here, need not be negligible.

Tin dioxide films doped with fluorine or antimony for use as transparent electrodes have, roughly, electron densities of $10^{20}\,\mathrm{cm^{-3}}$ or more and mobilities of some tens of $\mathrm{cm^2/Vs}$. The example lies in this regime. At the density of the example, the two-band matrix raises the conductivity mass by about 15\%. This illustrates how a non-parabolic band acts on the mass; for the reasons given above it is not a prediction for tin dioxide. Barriers at grain boundaries can lower the measured mobility further. They are absent from the model and should not be absorbed into $m_c$. The values 0.275 and 0.272 therefore distinguish two definitions applied to the same given masses; their third digit does not express how well the mass in a real film is known. The computed values are collected in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
principal masses (m_e): 0.30 0.30 0.23
product of masses (m_e^3): 0.0207
sum of inverse masses (1/m_e): 11.0145
density-of-states mass, formula (m_e): 0.2746
energy used for state counting (eV): 0.30
density-of-states mass, counted (m_e): 0.2746
conductivity mass, formula (m_e): 0.2724
conductivity mass, k-space sum (m_e): 0.2724
arithmetic-mean mass, series limit (m_e): 0.2767
m_d above m_c (percent): 0.81
series mass above m_c (percent): 1.58
carrier density, input (cm^-3): 1.00e+20
relaxation time, input (fs): 5.0
temperature, input (K): 300
band gap, rough input (eV): 3.6
thermal energy kT (eV): 0.02585
Fermi energy, parabolic (eV): 0.2861
density counted below Fermi energy (cm^-3): 1.0003e+20
effective density of states N_c (cm^-3): 3.610e+18
degeneracy ratio E_F/kT (no unit): 11.07
filling ratio n/N_c (no unit): 27.7
mobility across axis (cm2/Vs): 29.31
mobility along axis (cm2/Vs): 38.24
mobility ratio along/across (no unit): 1.304
direction-averaged mobility (cm2/Vs): 32.29
direction-averaged conductivity (S/cm): 517.3
Fermi energy, two-band estimate (eV): 0.2664
two-band mass factor, formula (no unit): 1.1480
two-band mass factor, k-space sum at 300 K (no unit): 1.1547
conductivity mass with two-band factor (m_e): 0.3127
mobility change, tau 10 percent longer along axis (percent): 3.95
collision broadening hbar/tau (eV): 0.1316
k times mean free path, 2 E_F tau/hbar (no unit): 4.35
\end{verbatim}
